# End loss in random rod adsorption on a hard-ended terrace

Rods of unit length land one after another on a terrace occupying \([0,L]\). Each new position is uniform over the places where a rod fits, without crossing an end of the terrace or overlapping an earlier rod. Rods neither move nor leave. Adsorption stops when every gap is shorter than one rod, a state called jammed. If \(M(L)\) is the mean number of rods in the jammed state, then

\[
M(L)-\bigl[CL-(1-C)\bigr]\longrightarrow 0\qquad (L\to\infty), \tag{1}
\]

where \(C\) is Rényi's constant,

\[
C=\int_0^\infty \beta(t)\,dt,\qquad
\beta(t)=\exp\left[-2\int_0^t\frac{1-e^{-u}}{u}\,du\right],
\tag{2}
\]

with the value \(C=0.747598\). The two hard ends together cost \(1-C=0.2524\) rod on any terrace longer than a few rods. Equation (1) is an asymptote, and its error for \(L\ge2\) is bounded by equation (14).

## The integral equation

For \(L<1\) no rod fits, so \(M=0\). At \(L=1\) one rod fits, so \(M(1)=1\). For \(L>1\) the left end of the first rod is uniform on \([0,L-1]\). If it lies at \(u\), the rod leaves gaps of lengths \(u\) and \(L-1-u\). Later arrivals in one gap are uniform there and unaffected by what happens in the other, so each gap fills like a separate terrace:

\[
M(L)=1+\frac{1}{L-1}\int_0^{L-1}\bigl[M(u)+M(L-1-u)\bigr]du .
\]

The substitution \(u\to L-1-u\) shows that the two terms contribute equally. With \(x=L-1\),

\[
xM(x+1)=x+2\int_0^xM(y)\,dy,\qquad x>0. \tag{3}
\]

## A ring with one rod already placed

On a closed ring of circumference \(L+1\), the first rod can land anywhere. It leaves a single gap of length \(L\), whose ends are the two ends of that rod. The mean jammed number on the ring is therefore \(M(L)+1\), and its covered fraction is

\[
r(L)=\frac{M(L)+1}{L+1}. \tag{4}
\]

If \(r\) tends to \(C\) quickly enough, then \(M(L)\approx C(L+1)-1=CL-(1-C)\). The end loss is the difference between the \(C\) rods that an added unit of ring length would hold on average and the one rod that has been placed there. A ring of circumference \(L\) has no ends, and its mean number approaches \(CL\).

It remains to show that \(r\) converges, that it does so fast enough to survive multiplication by \(L+1\), and that its limit is the integral in equation (2).

Put \(M(y)=(y+1)r(y)-1\) into equation (3). The left side is \(x(x+2)r(x+1)-x\). The right side is

\[
x+2\int_0^x(y+1)r(y)\,dy-2x .
\]

The terms \(-x\) cancel, which leaves

\[
x(x+2)\,r(x+1)=2\int_0^x(y+1)\,r(y)\,dy. \tag{5}
\]

Since \(\int_0^x(y+1)\,dy=x(x+2)/2\), equation (5) says that \(r(x+1)\) is the average of \(r\) over \([0,x]\) with weight \(y+1\). Any constant \(r\) satisfies it. The integral equation thus ties the end term to the slope but leaves the slope free; the values of \(M\) on short terraces select it.

## Convergence and its speed

The function \(r\) is continuous for \(L\ge1\). Differentiating equation (5) for \(x>1\) gives

\[
2(x+1)r(x+1)+x(x+2)r'(x+1)=2(x+1)r(x),
\]

or

\[
r'(x+1)=-k(x)\bigl[r(x+1)-r(x)\bigr],\qquad
k(x)=\frac{2(x+1)}{x(x+2)}=\frac1x+\frac1{x+2}. \tag{6}
\]

The slope has a jump at \(L=2\), where the right-hand derivative is used. From there on it is continuous. Let \(m_n\) be the maximum of \(|r'|\) on \([n,n+1]\), for integer \(n\ge2\). When \(x\) lies in \([n,n+1]\), the interval \([x,x+1]\) lies in \([n,n+2]\), so

\[
|r(x+1)-r(x)|\le\int_x^{x+1}|r'(t)|\,dt\le\max(m_n,m_{n+1}).
\]

Because \(k\) decreases with \(x\), equation (6) yields

\[
m_{n+1}\le k(n)\max(m_n,m_{n+1}). \tag{7}
\]

For \(n\ge2\), \(k(n)\le k(2)=3/4\). If \(m_{n+1}\) were larger than \(m_n\), equation (7) would give \(m_{n+1}\le k(n)m_{n+1}<m_{n+1}\), a contradiction. Hence

\[
m_{n+1}\le k(n)\,m_n,\qquad n\ge2. \tag{8}
\]

The starting value \(m_2\) follows from short terraces. For \(1\le L<2\), one rod lands and no second one fits, so \(M=1\). For \(2\le L\le3\), equation (3) gives

\[
M(L)=1+\frac{2(L-2)}{L-1}=3-\frac{2}{L-1},\qquad
r(L)=\frac{4L-6}{L^2-1}. \tag{9}
\]

The derivative is

\[
r'(L)=\frac{4(L^2-1)-2L(4L-6)}{(L^2-1)^2}
=-\frac{4(L^2-3L+1)}{(L^2-1)^2}. \tag{10}
\]

On \([2,3]\) the numerator falls from \(4\) to \(-4\), while the denominator is at least \(9\), its value at \(L=2\). The largest magnitude is therefore \(m_2=4/9\).

Repeated use of equation (8) needs the product of \(k(j)\) from \(j=2\) to \(n-1\). Its factors are

\[
\prod_{j=2}^{n-1}(j+1)=\frac{n!}{2},\qquad
\prod_{j=2}^{n-1}j=(n-1)!,\qquad
\prod_{j=2}^{n-1}(j+2)=\frac{(n+1)!}{6}.
\]

Consequently

\[
m_n\le\frac49\,2^{n-2}\,\frac{n!/2}{(n-1)!\,(n+1)!/6}
=\frac{2^n\,n}{3\,(n+1)!}. \tag{11}
\]

The sum of these bounds converges, so \(r(L)\) has a limit \(r_\infty\). To estimate the remainder, note that

\[
\frac{2^j}{j!}-\frac{2^{j+1}}{(j+1)!}=\frac{2^j(j-1)}{(j+1)!}. \tag{12}
\]

For \(j\ge n\), the ratio \(j/(j-1)\) is at most \(n/(n-1)\). Replacing \(j\) by \([n/(n-1)](j-1)\) in the bound for \(m_j\) makes the sum telescope:

\[
\sum_{j=n}^\infty m_j\le\frac{n}{n-1}\,\frac{2^n}{3\,n!}. \tag{13}
\]

For \(n\le L<n+1\), the distance \(|r(L)-r_\infty|\) is at most \(\int_L^\infty|r'|\,dt\), and hence at most this sum. Multiplication by \(L+1\) gives

\[
\left|M(L)-\bigl[r_\infty(L+1)-1\bigr]\right|
\le (L+1)\,\frac{n}{n-1}\,\frac{2^n}{3\,n!},\qquad n=\lfloor L\rfloor\ge2. \tag{14}
\]

The factorial makes the right side fall faster than any exponential. This proves the form of equation (1), with \(r_\infty\) still to be found.

## The value of the slope

For \(s>0\), define

\[
\psi(s)=\int_0^\infty M(x+1)e^{-sx}\,dx. \tag{15}
\]

The integral converges because non-overlapping rods satisfy \(M(x+1)\le x+1\). Multiply equation (3) by \(e^{-sx}\) and integrate over \(x\). The left side becomes \(-\psi'(s)\). On the right, \(x\) gives \(1/s^2\), and the integral from \(0\) to \(x\) gives \(1/s\) times the transform of \(M\). Since \(M\) vanishes below \(1\),

\[
\int_0^\infty M(y)e^{-sy}\,dy=e^{-s}\psi(s).
\]

Therefore

\[
\psi'(s)+\frac{2e^{-s}}{s}\,\psi(s)=-\frac1{s^2}. \tag{16}
\]

The integrating factor is \(s^2\beta(s)\), because

\[
\frac{d}{ds}\ln\bigl[s^2\beta(s)\bigr]
=\frac2s-\frac{2(1-e^{-s})}{s}=\frac{2e^{-s}}{s}. \tag{17}
\]

Multiplying equation (16) by this factor gives

\[
\frac{d}{ds}\bigl[s^2\beta(s)\psi(s)\bigr]=-\beta(s). \tag{18}
\]

The right side of equation (17) is integrable up to infinity, so \(s^2\beta(s)\) approaches a finite constant. This also shows that \(\beta(t)\) falls as \(1/t^2\) and that \(C\) is finite. From \(M(x+1)\le x+1\) follows \(\psi(s)\le1/s+1/s^2\), which vanishes at large \(s\). The bracket in equation (18) therefore vanishes there too. Integrating from \(s\) to infinity and dividing by \(\beta(s)\),

\[
s^2\psi(s)=\frac{1}{\beta(s)}\int_s^\infty\beta(t)\,dt. \tag{19}
\]

Now let \(s\to0\). By equation (14), \(|M(x+1)-r_\infty x|\) is bounded by some constant \(K\). The transform of \(r_\infty x\) is \(r_\infty/s^2\), so

\[
|s^2\psi(s)-r_\infty|\le s^2\int_0^\infty Ke^{-sx}\,dx=Ks\to0.
\]

The right side of equation (19) tends to \(C\), because \(\beta(0)=1\). Thus \(r_\infty=C\), and equation (1) is proved.

## How long the terrace must be

Solving equation (3) numerically, interval by interval, gives the following values.

| \(L\) | \(M(L)\) | \(M(L)-[CL-(1-C)]\) |
|---|---|---|
| 2 | 1.0000 | \(-0.243\) |
| 3 | 2.0000 | \(+9.6\times10^{-3}\) |
| 4 | 2.7425 | \(+4.5\times10^{-3}\) |
| 6 | 4.2332 | \(+1.7\times10^{-6}\) |
| 8 | 5.7284 | \(-1.7\times10^{-7}\) |

At \(L=2\) the asymptote is poor: a second rod needs a perfect fit, which has zero probability. At \(L=3\) the error is about 0.5% of \(M\). Its sign varies with \(L\), and between the whole lengths in the table it can be larger: near \(L=3.3\) it reaches \(-0.019\) rod, about 0.9% of \(M\). The entry at \(L=6\) lies near a change of sign; at \(L\approx6.25\) the error is \(-2.0\times10^{-5}\) rod. From \(L=4\) on it stays below 0.2%. The bound (14) is safe but loose, being \(2.2\times10^{-2}\) at \(L=8\). Its derivation replaces an integral of \(r'\) by the largest magnitude of \(r'\). This ignores both the variation of \(|r'|\) within each interval and the cancellation between positive and negative slopes. Nearly all of the loss accumulates in the repeated use of equation (8): for \(n=2\) to \(8\) the true ratios \(m_{n+1}/m_n\) lie between 0.03 and 0.17, while \(k(n)\) falls only from 0.75 to 0.23. With the true \(m_j\) in the tail sum, the bound at \(L=8\) would be \(8\times10^{-7}\).

## A terrace on vicinal silicon

On Si(001) with single-layer steps, the dimer rows turn by 90° from one terrace to the next. For a miscut that makes the steps parallel to one set of rows, the rows on every other terrace run across it from step to step. Consider a model rod that lies along one such row and is narrower than the row pitch, so that neighbouring rows fill independently.

The lattice parameter \(a=0.5431\) nm gives a site spacing \(a/\sqrt2=0.3840\) nm along the row and a row pitch of 0.7681 nm. Let the rod cover 5 sites and the terrace 40. The rod is then 1.920 nm long, the terrace is 15.36 nm wide, and \(L=40/5=8\). With a step height \(a/4=0.1358\) nm and all terraces equally wide, the miscut is \(\arctan(0.1358/15.36)=0.506^\circ\).

If the rod may sit anywhere along the row, equation (1) gives

\[
M\approx0.747598\times8-0.252402=5.728 .
\]

The covered fraction is \(5.728/8=0.716\). The end loss is \(0.2524/5.981=4.2\%\) of the count \(CL\) without ends. The areal density on these terraces is \(5.728/(15.36\times0.7681)=0.486\) nm⁻², against 0.507 nm⁻² for endless rows. A simulation of 40,000 terraces, with each rod placed uniformly over all positions still open, gives \(5.726\pm0.003\) rods (standard error). This agrees with equation (1) and excludes the value 5.981 without the end term.

### Discrete sites

Real adsorbates on a dimer row bind at sites. For rods covering \(k\) sites on a row of \(N\ge k\) sites, there are \(N-k+1\) first positions, and the argument behind equation (3) gives

\[
M_k(N)=1+\frac{2}{N-k+1}\sum_{j=0}^{N-k}M_k(j),
\]

with \(M_k=0\) for \(N<k\). For \(k=5\) and \(N=40\) the result is 6.13 rods, 7.0% above the continuum value. The increase of 0.40 rod exceeds the end loss itself. One source of it appears on a terrace two rods long. With \(N=10\), two of the six first positions leave room for a second rod, so the mean is \(1+2/6=4/3\), whereas the continuum gives 1.

The link between slope and end loss survives. Insert \(M_k(j)+1=c(j+k)/k\) into the recursion, with \(c\) constant and \(p=N-k\). After multiplication by \(p+1\), the constant terms cancel and the recursion requires

\[
(p+1)\frac{c(p+2k)}{k}=2\sum_{j=0}^{p}\frac{c(j+k)}{k}
=\frac{2c}{k}(p+1)\left(\frac p2+k\right),
\]

which holds for every \(c\). If the remainder dies out here as it does in the continuum, the end loss is \(1-c\), where \(c\) is the covered fraction of an endless row. The count at \(N=40\) then gives \(c\approx7.13/9=0.792\) and an end loss of about 0.21 rod.

### Step edges, terrace widths and dose

A step edge need not act as a hard wall. If a rod may overhang by half its length at each end, \(L\) is replaced by \(L+1\). In the continuum model the count rises by 0.748 rod, or 13%, which more than reverses the end loss. On a staircase of steps, however, one end of each terrace is the foot of the next higher terrace, where a flat rod cannot overhang. With overhang at the descending edge only, \(L\) becomes \(L+\tfrac12\) and the count rises by 0.374 rod, or 6.5%, slightly less than the effect of discrete sites.

A spread of terrace widths matters little, because the average of a linear function is its value at the mean. For widths spread evenly over \(L=6\) to \(10\), the mean count differs from that at \(L=8\) by only about \(2\times10^{-6}\) rod. Below about three rods the linear law is poor for a single terrace, with errors of up to half a rod, so the argument fails when the widths cluster at such lengths. The errors have both signs, however, and a broad even spread averages most of them out: widths spread evenly over \(L=1\) to \(15\) change the mean by only \(0.009\) rod.

Jamming also takes time. At 0.1 Torr and 500 K, a vapour of molar mass 300 g/mol strikes the surface at \(9.07\times10^4\) nm⁻² s⁻¹. Take a probability of 0.001 that a molecule striking an open position adsorbs as a rod along the row. A pulse of 1 s then supplies

\[
9.07\times10^4\times(1.920\times0.7681)\times0.001\times1\approx134
\]

attempts per rod length of row. In the continuum simulation, 0.022 rod per terrace is still missing after this dose, about 0.4% of the jammed number. With discrete sites, each open position receives about \(134/5\approx27\) attempts, and practically no rod is missing.

### Comparison with real surfaces

The temperature, pressure and pulse are round values in the rough range of vapour-phase deposition. A terrace of 15 nm is narrow for a nominally flat wafer, whose miscut is often smaller; the relative end loss falls as \(1/L\) on wider terraces. A rod of 1.9 nm is long for a deposition precursor, many of which are compact and below about 1 nm across. The example fits a long, flat-lying molecule better, and it does not apply to an oxidized surface, which has no dimer rows.

Immobility is a further condition. For an attempt rate \(\nu=10^{13}\) s⁻¹, a hold time \(t=10\) s and a hop probability \(p=0.01\), the relation \(p\approx\nu t\,e^{-E/k_BT}\) requires

\[
E=k_BT\ln\frac{\nu t}{p}=1.59\ \text{eV}
\]

at 500 K. With a lower barrier, rods can shift during the hold and open room for more. The ceiling on this terrace is 8 rods with discrete sites, but 7 in the continuum model, where an eighth rod would need a perfect fit. Because discrete sites move the count by 7% and a soft descending edge by up to 6.5%, the value 5.73 describes the continuum model with hard ends and is not a prediction for a particular molecule.

## Computed results

```
Renyi constant C, quadrature: 0.7475979203
limit of r, integral equation at L=15.5: 0.7475979203
end term 1-C: 0.252402 rods
L (rods) | M(L) | C*L-(1-C) | difference | error bound
 2 | 1.00000000 | 1.24279376 | -2.43e-01 | 4.00e+00
 3 | 2.00000000 | 1.99039168 | +9.61e-03 | 2.67e+00
 4 | 2.74247043 | 2.73798960 | +4.48e-03 | 1.48e+00
 5 | 3.48508592 | 3.48558752 | -5.02e-04 | 6.67e-01
 6 | 4.23318710 | 4.23318544 | +1.66e-06 | 2.49e-01
 8 | 5.72838111 | 5.72838128 | -1.70e-07 | 2.18e-02
10 | 7.22357712 | 7.22357712 | +2.45e-10 | 1.15e-03
largest |dr/dL| on [n,n+1], n=2..6: 4.44e-01, 6.25e-02, 2.42e-03, 4.08e-04, 2.87e-05
Example: vicinal Si(001)
silicon lattice parameter: 0.5431 nm
site spacing along dimer row: 0.3840 nm
dimer row pitch: 0.7681 nm
rod length (5 sites): 1.920 nm
terrace width (40 sites): 15.36 nm
single-layer step height: 0.1358 nm
miscut angle: 0.506 degrees
terrace length L: 8.0 rod lengths
mean jammed number M(L): 5.72838 rods
count without end term C*L: 5.98078 rods
end loss relative to C*L: 4.22 %
covered fraction M/L: 0.7160
areal density on terrace: 0.4855 per nm2
areal density, endless rows: 0.5069 per nm2
simulation, 40000 terraces: 5.7261 +- 0.0029 rods
fine-lattice limit of M(L): 5.728381 rods
Neglected effects
discrete sites, jammed number: 6.1305 rods
discrete sites, change: +7.02 %
half-rod overhang at both ends: +0.7476 rods
half-rod overhang, change: +13.05 %
pressure: 0.1 Torr; temperature: 500 K
molar mass: 300 g/mol; sticking: 0.001; pulse: 1 s
impingement flux: 9.070e+04 per nm2 per s
dose: 133.8 attempts per rod length
rods still missing after pulse: 0.0216 +- 0.0007
widths spread evenly over L=6..10, change in mean: -1.8e-06 rods
hopping: attempt rate 1e+13 per s, hold 10 s, hop probability 0.01
barrier needed against hopping: 1.59 eV
close-packed ceiling for mobile rods: 8 rods
```
